# Sound in a Prestressed Crystal: Elastic Constants and the Initial-Stress Term: verification in Python

```python
"""Sound in a uniformly prestressed crystal.

Result under test:
    rho u_i'' = (C_ijkl + sigma_jl delta_ik) d2 u_k / dx_j dx_l
rho    density of the prestressed state
sigma  Cauchy stress of that state, tension positive
C      second derivatives of the energy per prestressed volume with respect to
       Lagrangian strain measured from the prestressed state, with the internal
       shift of the two sublattices relaxed
Model: diamond-structure silicon, Stillinger-Weber potential.
Axes: x = [110], y = [-110], z = [001]. Lengths in angstrom, energies in eV,
moduli in GPa. Sound speeds come from the lattice dynamical matrix; C and sigma
come from finite differences of relaxed energies.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, root

GPA = const.e * 1e21                      # eV/angstrom^3 to GPa
EPS, SIG, CUT = 2.1683, 2.0951, 1.80      # energy, length, reduced cutoff
A_SW, B_SW, LAM, GAM = 7.049556277, 0.6022245584, 21.0, 1.20
MASS = 28.085 * const.atomic_mass
ID = np.eye(3)
X, Y, Z = ID
PAIRS = list(itertools.combinations(range(4), 2))


def build_potential():
    """Energy, gradient and Hessian of one pair of bonds sharing an atom.

    Each bond occurs in three such pairs, so half a bond energy per atom
    is shared out as one sixth per pair.
    """
    v = sp.symbols('v0:6', real=True)
    p, q = v[:3], v[3:]
    rp = sp.sqrt(sum(c**2 for c in p))
    rq = sp.sqrt(sum(c**2 for c in q))

    def two_body(r):
        return EPS*A_SW*(B_SW*(SIG/r)**4 - 1)*sp.exp(SIG/(r - CUT*SIG))

    cosine = sum(a*b for a, b in zip(p, q))/(rp*rq)
    three = EPS*LAM*(cosine + sp.Rational(1, 3))**2*sp.exp(
        GAM*SIG/(rp - CUT*SIG) + GAM*SIG/(rq - CUT*SIG))
    energy = three + (two_body(rp) + two_body(rq))/6
    grad = [sp.diff(energy, a) for a in v]
    hess = [sp.diff(g, b) for g in grad for b in v]
    return sp.lambdify(v, [energy] + grad + hess, 'numpy', cse=True)


POTENTIAL = build_potential()


def site(bonds):
    """Energy of one atom with its bond gradient and bond Hessian."""
    args = np.array([np.concatenate([bonds[i], bonds[j]]) for i, j in PAIRS])
    val = np.array(POTENTIAL(*args.T))
    grad, hess = np.zeros((4, 3)), np.zeros((4, 3, 4, 3))
    for m, pair in enumerate(PAIRS):
        g = val[1:7, m].reshape(2, 3)
        h = val[7:, m].reshape(2, 3, 2, 3)
        for s in range(2):
            grad[pair[s]] += g[s]
            for t in range(2):
                hess[pair[s], :, pair[t], :] += h[s, :, t, :]
    return val[0].sum(), grad, hess


# Natural state: bond directions in the rotated axes, then the lattice constant
ROT = np.array([[1, 1, 0], [-1, 1, 0], [0, 0, np.sqrt(2)]])/np.sqrt(2)
UNIT = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])/4 @ ROT.T
A0 = brentq(lambda a: np.sum(site(a*UNIT)[1]*UNIT), 5.3, 5.6, xtol=1e-13)
BONDS = A0*UNIT
VOL = A0**3/4


def relax(F):
    """Deform the natural crystal by F and relax the sublattice shift."""
    shift = np.zeros(3)
    for _ in range(20):
        bonds = BONDS @ F.T + shift
        energy, grad, hess = site(bonds)
        force = grad.sum(axis=0)
        if np.linalg.norm(force) < 1e-11:
            break
        shift = shift - np.linalg.solve(hess.sum(axis=(0, 2)), force)
    assert np.linalg.norm(force) < 1e-11
    second_shell = min(np.linalg.norm(bonds[i] - bonds[j]) for i, j in PAIRS)
    assert second_shell > CUT*SIG         # only four neighbours interact
    return bonds, energy, grad, hess


def density(G, pre):
    """Energy per volume of state pre, after a further deformation G, in GPa."""
    return 2*relax(G @ pre)[1]/(VOL*np.linalg.det(pre))*GPA


def virial(F):
    bonds, _, grad, _ = relax(F)
    return 2*grad.T @ bonds/(VOL*np.linalg.det(F))*GPA


def first(f, h=1e-3):
    return (f(-2*h) - 8*f(-h) + 8*f(h) - f(2*h))/(12*h)


def second(f, h=1e-3):
    return (-f(2*h) + 16*f(h) - 30*f(0.0) + 16*f(-h) - f(-2*h))/(12*h*h)


def lagrange(metric, pre):
    """First and second Lagrangian-strain derivatives by finite differences."""
    def w(eta):
        return density(np.linalg.cholesky(metric + 2*eta).T, pre)
    base = []
    for i, j in [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]:
        b = np.zeros((3, 3))
        b[i, j] += 0.5
        b[j, i] += 0.5
        base.append(b)
    s = np.array([first(lambda t: w(t*b)) for b in base])
    c = np.diag([second(lambda t: w(t*b)) for b in base])
    for i, j in itertools.combinations(range(6), 2):
        both = second(lambda t: w(t*(base[i] + base[j])))
        c[i, j] = c[j, i] = (both - c[i, i] - c[j, j])/2
    V = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])
    return s[V], c[V[:, :, None, None], V[None, None, :, :]]


def dynamical(hess, phases):
    """Force-constant matrices (6x6) for an array of bond phases q.r."""
    ph = np.exp(1j*np.asarray(phases))[:, :, None, None]*ID
    one = np.zeros((len(ph), 4, 3, 2, 3), complex)
    two = one.copy()
    one[:, :, :, 0, :], one[:, :, :, 1, :] = -ID, ph
    two[:, :, :, 0, :], two[:, :, :, 1, :] = ph.conj(), -ID
    H = hess.reshape(12, 12)
    total = 0
    for b in (one.reshape(-1, 12, 6), two.reshape(-1, 12, 6)):
        total = total + b.conj().transpose(0, 2, 1) @ H @ b
    return total


def phonon_moduli(F, n, q=1e-3, pol=None):
    """rho v^2 of acoustic waves along n; pol picks a polarisation axis."""
    bonds, _, _, hess = relax(F)
    lam, vec = np.linalg.eigh(dynamical(hess, [bonds @ (q*n)])[0])
    mod = 2*lam[:3]/(VOL*np.linalg.det(F)*q*q)*GPA
    if pol is None:
        return mod
    weight = (abs(vec.reshape(2, 3, 6))**2).sum(axis=0)[pol, :3]
    assert weight.max() > 0.99
    return mod[np.argmax(weight)]


def christoffel(C, stress, n):
    return np.einsum('ijkl,j,l->ik', C, n, n) + (n @ stress @ n)*ID


# General triclinic prestress
F_GEN = ID + np.array([[8, 3, -2], [1, -4, 4], [2, -3, 6]])*1e-3
s_gen, C_gen = lagrange(ID, F_GEN)
err_virial = abs(s_gen - virial(F_GEN)).max()
assert err_virial < 1e-4
err_wave = err_nostress = 0.0
for n in ([1, 0, 0], [0, 1, 0], [0, 0, 1], [1, 2, 3], [-2, 1, 1], [3, -1, 2]):
    n = np.array(n)/np.linalg.norm(n)
    lattice = phonon_moduli(F_GEN, n)
    full = np.linalg.eigvalsh(christoffel(C_gen, s_gen, n))
    bare = np.linalg.eigvalsh(christoffel(C_gen, 0*s_gen, n))
    err_wave = max(err_wave, abs(lattice - full).max())
    err_nostress = max(err_nostress, abs(lattice - bare).max())
assert err_wave < 3e-3
assert err_nostress > 100*err_wave

# Energy curvature along a displacement gradient that includes rotation
H = np.array([[0.3, -0.8, 0.5], [0.6, 0.2, -0.4], [-0.1, 0.7, -0.5]])
curv = second(lambda s: density(ID + s*H, F_GEN))
pred = (np.einsum('ijkl,ij,kl', C_gen, H, H)
        + np.einsum('jl,ij,il', s_gen, H, H))
err_grad = abs(curv - pred)
assert err_grad < 3e-3

# Constants referred to the natural state, carried to the prestressed state
_, C_nat = lagrange(F_GEN.T @ F_GEN, ID)
pushed = np.einsum('iI,jJ,kK,lL,IJKL->ijkl', F_GEN, F_GEN, F_GEN, F_GEN,
                   C_nat, optimize=True)/np.linalg.det(F_GEN)
err_push = abs(pushed - C_gen).max()
assert err_push < 3e-3

# Worked example: uniaxial tension along x
LOAD = 1.5
target = np.array([LOAD, 0.0, 0.0])
sol = root(lambda e: np.diag(virial(ID + np.diag(e))) - target,
           np.zeros(3), tol=1e-12)
F0 = ID + np.diag(sol.x)
assert abs(virial(F0) - np.diag(target)).max() < 1e-7
V0 = VOL*np.linalg.det(F0)
rho_nat, rho = 2*MASS/(VOL*1e-30), 2*MASS/(V0*1e-30)


def speed(modulus, dens=rho):
    return np.sqrt(modulus*1e9/dens)


_, C_free = lagrange(ID, ID)
stress, C = lagrange(ID, F0)
modes = {}
for name, n, pol in [('xx', X, 0), ('xy', X, 1), ('xz', X, 2),
                     ('zx', Z, 0), ('zz', Z, 2)]:
    lattice = phonon_moduli(F0, n, pol=pol)
    formula = christoffel(C, stress, n)[pol, pol]
    assert abs(lattice - formula) < 3e-3
    modes[name] = (lattice, formula)
m_xz, m_zx = modes['xz'][0], modes['zx'][0]
assert abs(m_xz - m_zx - LOAD) < 2e-3
C_xz = C[0, 2, 0, 2]
sym = np.outer(X, Z)/2 + np.outer(Z, X)/2
m_sym = second(lambda s: density(ID + s*sym, F0))
assert abs(m_sym - C_xz - LOAD/4) < 2e-3

# Frozen sublattice shift; polarisation z, propagation x
ZX = np.outer(Z, X)
bonds0 = relax(F0)[0]
m_frozen = second(lambda s: 2*site(bonds0 @ (ID + s*ZX).T)[0])/V0*GPA
assert m_frozen > 1.2*m_xz

# Sizes of neglected effects
WAVELENGTH = 500.0
m_short = phonon_moduli(F0, X, q=2*np.pi/WAVELENGTH, pol=2)
dispersion = np.sqrt(m_short/m_xz) - 1
RECIP = 2*np.pi*np.linalg.inv(BONDS[0] - BONDS[1:]).T


def vib(F, T, N):
    """Quasi-harmonic vibrational free energy per cell in eV."""
    grid = (np.arange(N) + 0.5)/N
    k = np.array(list(itertools.product(grid, repeat=3)))
    lam = np.linalg.eigvalsh(dynamical(relax(F)[3], k @ RECIP @ BONDS.T))
    hw = const.hbar*np.sqrt(lam*const.e*1e20/MASS)/const.e
    kT = const.k*T/const.e
    return np.sum(hw/2 + kT*np.log1p(-np.exp(-hw/kT)))/len(k)


def thermal(T, N):
    """Expansion strain and change of rho v^2 for the xz wave."""
    strain = (-first(lambda e: vib((1 + e)*ID, T, N))
              / second(lambda e: 2*relax((1 + e)*ID)[1]))
    direct = second(lambda s: vib((ID + s*ZX) @ F0, T, N), 4e-3)/V0*GPA
    expanded = phonon_moduli((1 + strain)*F0, X, pol=2) - m_xz
    return strain, direct, expanded


TEMP = 300.0
strain_T, direct_T, expand_T = thermal(TEMP, 8)
coarse = thermal(TEMP, 6)
mesh_change = abs(direct_T + expand_T - coarse[1] - coarse[2])
assert mesh_change < 0.1

XX = np.outer(X, X)
dT = 5.0
entropy_slope = -first(lambda s: (vib(F0 + s*XX @ F0, TEMP + dT, 8)
                                  - vib(F0 + s*XX @ F0, TEMP - dT, 8))/(2*dT))
heat_cap = -TEMP*(vib(F0, TEMP + dT, 8) - 2*vib(F0, TEMP, 8)
                  + vib(F0, TEMP - dT, 8))/dT**2
adiabatic = TEMP*entropy_slope**2/(heat_cap*V0)*GPA

AMPL = 1e-4


def long_energy(s):
    return density(ID + s*XX, F0)


h3 = 4e-3
third = (long_energy(2*h3) - 2*long_energy(h3) + 2*long_energy(-h3)
         - long_energy(-2*h3))/(2*h3**3)
nonlinear = third*AMPL/modes['xx'][0]
C44_ROUGH = 80.0
split = speed(m_xz) - speed(m_zx)
split_rough = speed(C44_ROUGH + LOAD) - speed(C44_ROUGH)

print('SILICON, STILLINGER-WEBER, NO STRESS')
print(f'lattice constant              {A0:.4f} angstrom')
print(f'energy per atom               {site(BONDS)[0]:.4f} eV')
print(f'density                       {rho_nat:.1f} kg/m3')
print(f'C11, C12, C44                 {C_free[2,2,2,2]:.2f}, '
      f'{C_free[0,0,2,2]:.2f}, {C_free[0,2,0,2]:.2f} GPa')
print(f'shear speed, x or z           '
      f'{speed(C_free[0,2,0,2], rho_nat):.1f} m/s')
print('GENERAL PRESTRESS TEST')
print(f'stress xx, yy, zz             {s_gen[0,0]:.3f}, {s_gen[1,1]:.3f}, '
      f'{s_gen[2,2]:.3f} GPa')
print(f'stress yz, xz, xy             {s_gen[1,2]:.3f}, {s_gen[0,2]:.3f}, '
      f'{s_gen[0,1]:.3f} GPa')
print(f'max error, stress derivative  {err_virial:.1e} GPa')
print(f'max error, wave formula       {err_wave:.1e} GPa')
print(f'same without stress term      {err_nostress:.3f} GPa')
print(f'error, gradient curvature     {err_grad:.1e} GPa')
print(f'max error, reference change   {err_push:.1e} GPa')
print('UNIAXIAL TENSION ALONG x = [110]')
print(f'applied stress                {LOAD:.3f} GPa')
print(f'strain x, y, z                {100*sol.x[0]:.4f}, '
      f'{100*sol.x[1]:.4f}, {100*sol.x[2]:.4f} %')
print(f'density                       {rho:.1f} kg/m3')
print('wave: first letter propagation, second polarisation')
for name, (lattice, formula) in modes.items():
    print(f'{name}: rho v2 lattice, formula    {lattice:.3f}, '
          f'{formula:.3f} GPa; v {speed(lattice):.1f} m/s')
print(f'C_xzxz                        {C_xz:.3f} GPa')
print(f'rho v2 difference, xz - zx    {m_xz - m_zx:.4f} GPa')
print(f'speed difference, xz - zx     {split:.2f} m/s')
print(f'xz speed without stress term  {speed(C_xz):.1f} m/s')
print(f'symmetric-shear curvature     {m_sym:.3f} GPa')
print(f'xz modulus, frozen sublattice {m_frozen:.3f} GPa')
print('NEGLECTED EFFECTS')
print(f'wavelength considered         {WAVELENGTH/10:.1f} nm')
print(f'xz frequency there            '
      f'{speed(m_short)/(WAVELENGTH*1e-10)/1e9:.1f} GHz')
print(f'xz speed change by dispersion {100*dispersion:.4f} %')
print(f'temperature                   {TEMP:.0f} K')
print(f'expansion strain with zero pt {100*strain_T:.4f} %')
print(f'xz modulus, vibration part    {direct_T:.3f} GPa')
print(f'xz modulus, expansion part    {expand_T:.3f} GPa')
print(f'xz modulus, thermal total     {direct_T + expand_T:.3f} GPa')
print(f'change with phonon mesh       {mesh_change:.1e} GPa')
print(f'xx adiabatic - isothermal     {adiabatic:.4f} GPa')
print(f'wave strain amplitude         {AMPL:.1e}')
print(f'xx modulus change at amplitude {100*nonlinear:.4f} %')
print(f'rough measured C44 (input)    {C44_ROUGH:.0f} GPa')
print(f'model C44 relative to rough   '
      f'{100*(C_free[0,2,0,2]/C44_ROUGH - 1):.0f} %')
print(f'speed difference, rough C44   {split_rough:.0f} m/s')
print('all assertions hold')
```

Printed output:

```
SILICON, STILLINGER-WEBER, NO STRESS
lattice constant              5.4309 angstrom
energy per atom               -4.3366 eV
density                       2329.1 kg/m3
C11, C12, C44                 151.42, 76.42, 56.45 GPa
shear speed, x or z           4923.1 m/s
GENERAL PRESTRESS TEST
stress xx, yy, zz             1.571, 0.226, 1.197 GPa
stress yz, xz, xy             0.057, 0.000, 0.147 GPa
max error, stress derivative  7.4e-10 GPa
max error, wave formula       9.9e-05 GPa
same without stress term      1.571 GPa
error, gradient curvature     1.6e-08 GPa
max error, reference change   2.1e-08 GPa
UNIAXIAL TENSION ALONG x = [110]
applied stress                1.500 GPa
strain x, y, z                1.1725, -0.1640, -0.5088 %
density                       2317.7 kg/m3
wave: first letter propagation, second polarisation
xx: rho v2 lattice, formula    168.939, 168.939 GPa; v 8537.7 m/s
xy: rho v2 lattice, formula    38.936, 38.936 GPa; v 4098.8 m/s
xz: rho v2 lattice, formula    57.979, 57.979 GPa; v 5001.6 m/s
zx: rho v2 lattice, formula    56.479, 56.479 GPa; v 4936.5 m/s
zz: rho v2 lattice, formula    148.574, 148.574 GPa; v 8006.6 m/s
C_xzxz                        56.479 GPa
rho v2 difference, xz - zx    1.5000 GPa
speed difference, xz - zx     65.13 m/s
xz speed without stress term  4936.5 m/s
symmetric-shear curvature     56.854 GPa
xz modulus, frozen sublattice 108.324 GPa
NEGLECTED EFFECTS
wavelength considered         50.0 nm
xz frequency there            100.0 GHz
xz speed change by dispersion 0.0043 %
temperature                   300 K
expansion strain with zero pt 0.1661 %
xz modulus, vibration part    -1.487 GPa
xz modulus, expansion part    -0.124 GPa
xz modulus, thermal total     -1.611 GPa
change with phonon mesh       2.1e-05 GPa
xx adiabatic - isothermal     0.1436 GPa
wave strain amplitude         1.0e-04
xx modulus change at amplitude -0.0286 %
rough measured C44 (input)    80 GPa
model C44 relative to rough   -29 %
speed difference, rough C44   55 m/s
all assertions hold
```
